# Silicon Richardson constants for (100) and (111) contacts from projected valley masses

## The problem

A metal contact is made to n-type silicon, once on a (100) face and once on a (111) face. The conduction band has six ellipsoidal valleys, two on each cube axis, with longitudinal mass $m_l=0.92\,m_0$ and transverse mass $m_t=0.19\,m_0$ (rough values). Find the Richardson constant $A^*$ of each contact in

$$J_s=A^*T^2e^{-\phi_B/k_BT},$$

where $J_s$ is the electron current density emitted from the silicon over a barrier whose top, the conduction-band edge at the contact, lies an energy $\phi_B$ above the Fermi level. Compare both with the free-electron constant

$$A_0=\frac{4\pi e m_0k_B^2}{h^3}=120.17\ \text{A/cm}^2\text{K}^2 .$$

The model is ideal thermionic emission. The valleys are parabolic, and the occupation at the barrier top is Maxwell–Boltzmann. Every electron moving towards the metal at the barrier top enters it, none tunnels below the top, and no collision turns one back. The interface conserves the wavevector parallel to it, and the metal has a state available for each such wavevector. The unit normal $\mathbf n$ points from silicon into metal, and $e>0$.

## A tempting solution

Measure the wavevector $\boldsymbol\kappa$ from the valley centre, and the energy $E$ from the band edge at the barrier top. With two spins, one valley emits

$$J=\frac{2e}{(2\pi)^3}\int v_n\,e^{-(\phi_B+E)/k_BT}\,d^3\kappa,\qquad v_n=\frac1\hbar\frac{\partial E}{\partial\kappa_n}.$$

Electrons going towards the metal move along $+\mathbf n$, so integrate over $\kappa_n>0$. At fixed parallel wavevector $v_n\,d\kappa_n=dE/\hbar$, hence

$$\int_0^\infty v_n e^{-E/k_BT}d\kappa_n=\frac{k_BT}{\hbar}\,e^{-E(\kappa_n=0)/k_BT}.$$

What remains is a Gaussian integral over the plane $\kappa_n=0$. If the energy in that plane is $\frac{\hbar^2}{2}(p^2/m_1+q^2/m_2)$, then

$$\int e^{-E/k_BT}dp\,dq=\frac{2\pi k_BT}{\hbar^2}\sqrt{m_1m_2}.$$

Collecting factors, and using $\hbar^3=h^3/8\pi^3$,

$$J=\frac{2e}{8\pi^3}\,\frac{k_BT}{\hbar}\,\frac{2\pi k_BT}{\hbar^2}\sqrt{m_1m_2}\;e^{-\phi_B/k_BT}=A_0\frac{\sqrt{m_1m_2}}{m_0}\,T^2e^{-\phi_B/k_BT}.$$

Each valley thus contributes $\sqrt{m_1m_2}/m_0$ to $A^*/A_0$.

*Face (100).* For the two valleys along the normal, both in-plane masses are $m_t$. For the other four they are $m_l$ and $m_t$. The sum is $2m_t+4\sqrt{m_lm_t}=2.052\,m_0$.

*Face (111).* All six valleys are equivalent, so take the one along $x$. Orthonormal vectors in the plane are $\mathbf u=(2,-1,-1)/\sqrt6$ and $\mathbf w=(0,1,-1)/\sqrt2$. With $\boldsymbol\kappa=p\,\mathbf u+q\,\mathbf w$ one has $\kappa_x^2=\tfrac23p^2$ and $\kappa_y^2+\kappa_z^2=\tfrac13p^2+q^2$, so

$$E=\frac{\hbar^2}{2}\left[p^2\left(\frac{2}{3m_l}+\frac{1}{3m_t}\right)+\frac{q^2}{m_t}\right],\qquad \sqrt{m_1m_2}=\sqrt{\frac{3m_lm_t^2}{m_l+2m_t}} .$$

Six times this is $1.661\,m_0$. The conclusion would be $A^*=246.6$ A/cm²K² for (100) and $1.661\times120.17=199.6$ A/cm²K² for (111), so that the (111) contact emits about a fifth less.

## Where it fails

An electron moves towards the metal if $v_n>0$, and in a tilted ellipsoid this differs from $\kappa_n>0$. Keep the normal component $s=\kappa_n$ for the same valley, so that $\boldsymbol\kappa=s\,\mathbf n+p\,\mathbf u+q\,\mathbf w$. Then

$$\kappa_x^2=\tfrac13s^2+\tfrac{2\sqrt2}{3}sp+\tfrac23p^2,\qquad \kappa_y^2+\kappa_z^2=\tfrac23s^2-\tfrac{2\sqrt2}{3}sp+\tfrac13p^2+q^2 .$$

Dividing the first by $m_l$ and the second by $m_t$, adding, multiplying by $\hbar^2/2$, differentiating with respect to $s$ and dividing by $\hbar$ gives

$$v_n=\hbar\left[\left(\frac1{3m_l}+\frac2{3m_t}\right)s-\frac{\sqrt2}{3}\left(\frac1{m_t}-\frac1{m_l}\right)p\right].$$

In units of $1/m_0$ the two coefficients are $3.87$ and $1.97$, so the outgoing electrons are those with $s>0.51\,p$. The cut at $s=0$ makes two errors. It omits outgoing electrons with $0.51\,p<s<0$, and it includes electrons with $0<s<0.51\,p$, which move away from the metal and contribute negatively to the integral. The map $\boldsymbol\kappa\to-\boldsymbol\kappa$ keeps $E$, reverses $v_n$ and carries one group into the other, so the two errors are equal in size and both lower the result.

On the (100) face every valley has a principal axis along the normal. There the cross term vanishes, the two conditions coincide, and the tempting answer is correct.

## The right solution

**One valley, any face.** Let $M$ be the mass tensor with principal masses $m_x,m_y,m_z$, and let $W=M^{-1}$. Split $\boldsymbol\kappa$ into $\kappa_n$ and the two-component parallel part $\boldsymbol\kappa_\parallel$:

$$E=\frac{\hbar^2}{2}\left[W_{nn}\kappa_n^2+2\kappa_n\,\mathbf b\cdot\boldsymbol\kappa_\parallel+\boldsymbol\kappa_\parallel\cdot C\boldsymbol\kappa_\parallel\right].$$

Here $W_{nn}=\mathbf n\cdot W\mathbf n$, $\mathbf b$ is the parallel part of $W\mathbf n$, and $C$ is the in-plane block of $W$. The normal velocity is $v_n=\hbar(W_{nn}\kappa_n+\mathbf b\cdot\boldsymbol\kappa_\parallel)$. It vanishes at $\kappa_0=-\mathbf b\cdot\boldsymbol\kappa_\parallel/W_{nn}$ and is positive above it. Completing the square,

$$E=\frac{\hbar^2}{2}\left[W_{nn}(\kappa_n-\kappa_0)^2+\boldsymbol\kappa_\parallel\cdot P\boldsymbol\kappa_\parallel\right],\qquad P=C-\frac{\mathbf b\,\mathbf b^{T}}{W_{nn}} .$$

The integral over $\kappa_n$ now starts at $\kappa_0$, where the energy has its minimum $E_{\min}=\frac{\hbar^2}{2}\boldsymbol\kappa_\parallel\cdot P\boldsymbol\kappa_\parallel$ for the given $\boldsymbol\kappa_\parallel$:

$$\int_{\kappa_0}^{\infty}v_ne^{-E/k_BT}d\kappa_n=\frac1\hbar\int_{E_{\min}}^\infty e^{-E/k_BT}dE=\frac{k_BT}{\hbar}e^{-E_{\min}/k_BT}.$$

The remaining Gaussian integral equals $2\pi k_BT\,m_P/\hbar^2$ with $m_P=1/\sqrt{\det P}$. The prefactors are as before, so the valley contributes $m_P/m_0$ to $A^*/A_0$.

To find $\det P$, note that replacing $\kappa_n$ by $\kappa_n-\kappa_0$ at fixed $\boldsymbol\kappa_\parallel$ is a shear, whose determinant is one. It brings $W$ to block form, so $\det W=W_{nn}\det P$. Therefore $m_P^2=W_{nn}/\det W=W_{nn}\det M$. Inserting $W_{nn}=n_x^2/m_x+n_y^2/m_y+n_z^2/m_z$ and $\det M=m_xm_ym_z$,

$$m_P=\sqrt{n_x^2m_ym_z+n_y^2m_zm_x+n_z^2m_xm_y}.$$

**Meaning.** States of energy up to $E$ exist at those $\boldsymbol\kappa_\parallel$ for which $E_{\min}\le E$. This region is the shadow of the ellipsoid on the contact plane, with area $S(E)=2\pi m_PE/\hbar^2$. The tempting solution used $C$ in place of $P$, which gives the central cross-section. Since $P$ is $C$ minus a non-negative matrix, $\det P\le\det C$, and the shadow is never smaller than the section. The offset of a valley centre from the zone centre moves its shadow without changing the area.

**Face (100).** With $\mathbf n=(1,0,0)$, $m_P=\sqrt{m_ym_z}$. Two valleys give $m_t=0.190\,m_0$ and four give $\sqrt{m_lm_t}=0.4181\,m_0$:

$$\frac{A^*_{100}}{A_0}=\frac{2m_t+4\sqrt{m_lm_t}}{m_0}=0.380+1.672=2.052,\qquad A^*_{100}=246.6\ \text{A/cm}^2\text{K}^2 .$$

**Face (111).** With $n_x^2=n_y^2=n_z^2=\tfrac13$, each valley gives $m_P=\sqrt{(m_t^2+2m_lm_t)/3}$. In units of $m_0$ this is $\sqrt{(0.0361+0.3496)/3}=0.3586$, and

$$\frac{A^*_{111}}{A_0}=\frac{6}{m_0}\sqrt{\frac{m_t^2+2m_lm_t}{3}}=2.151,\qquad A^*_{111}=258.5\ \text{A/cm}^2\text{K}^2 .$$

The (111) constant is larger by the factor 1.048, so the tempting solution had the wrong order as well as the wrong size. Its sum was 0.772 of the correct one. By the symmetry found above, the deficit of 22.8% splits into 11.4% of the true flux omitted and 11.4% wrongly subtracted.

A direct three-dimensional quadrature of the flux over $v_n>0$, summed over the valleys with these masses, agrees with both closed formulas to one part in $10^7$. Over $\kappa_n>0$ it reproduces the cross-section sum for (111) to the same accuracy.

**Comparison with free electrons.** Each valley emits less than a free-electron band would, because its shadow mass is below $m_0$. Six valleys together emit about twice as much.

## Other faces and two limits

For a valley on cube axis $i$ the general formula reads

$$m_P^2=n_i^2m_t^2+(1-n_i^2)m_lm_t=m_lm_t-m_t(m_l-m_t)n_i^2 .$$

With $t_i=n_i^2$, the total is $2\sum_i\sqrt{m_lm_t-m_t(m_l-m_t)t_i}$, where $t_i\ge0$ and $\sum_it_i=1$. The square root of a linear function is concave. A concave sum is smallest at a corner of the allowed triangle, which is a (100)-type face. It is largest where the three $t_i$ are equal, which is (111). The two faces therefore bound the constant for all orientations in this model.

If $m_l=m_t=m$, both sums become $6m$ and orientation drops out. If $m_l\gg m_t$, the sums tend to $4\sqrt{m_lm_t}$ and $6\sqrt{2/3}\,\sqrt{m_lm_t}$, whose ratio is $\sqrt{3/2}\approx1.22$. Even very long valleys would thus give a modest orientation effect. In that limit the cross-section sum for (111) tends to $6\sqrt3\,m_t$. It stays finite while the true shadow grows without bound, so the tempting solution then fails completely.

## What the constants mean for a contact

Take nickel silicide on lightly doped n-type silicon at 300 K, with a rough barrier of 0.65 eV and $10^{16}$ donors per cm³. The barrier is held equal on the two faces, only to isolate the effect of $A^*$. In real silicide contacts it depends on the face and the interface structure, and reported differences reach roughly 0.1 eV or more. A difference of 0.1 eV changes the current by a factor of about 50 at 300 K, so the face dependence of real contacts is usually set by the barrier and not by $A^*$. For (100), with $k_BT=0.02585$ eV,

$$J_s=246.6\times300^2\times e^{-0.65/0.02585}=2.67\times10^{-4}\ \text{A/cm}^2 .$$

A bias $V$, counted positive when the metal is positive, multiplies the flux from silicon by $e^{eV/k_BT}$ and, at fixed barrier, leaves the opposite flux unchanged. The two cancel at $V=0$, so $J=J_s(e^{eV/k_BT}-1)$. The specific contact resistance at zero bias is the inverse slope,

$$\rho_c=\left(\frac{dJ}{dV}\right)^{-1}_{V=0}=\frac{k_BT}{eJ_s}=\frac{k_B}{eA^*T}\,e^{\phi_B/k_BT}.$$

This gives 96.8 Ω cm² for (100), 92.3 Ω cm² for (111), and 198.6 Ω cm² if $A_0$ is used. At 400 K, with the barrier unchanged, the (100) value falls to 0.135 Ω cm². The exponential dominates.

A barrier higher on (111) by $k_BT\ln1.048=1.2$ meV would cancel the orientation effect at 300 K. Seeing it in currents measured at one temperature requires knowing the barrier difference between the faces to better than that. A fit over temperature separates a constant barrier from the prefactor, but a barrier difference that drifts by $c$ per kelvin multiplies the fitted ratio of the constants by $e^{-c/k_B}$. A drift of only 0.01 meV/K changes it by 11%, more than the effect sought.

## Effects left out, sized for this contact

*Image force.* The band bending is $\phi_B-k_BT\ln(N_c/N_D)=0.445$ eV, with $N_c=2.74\times10^{19}$ cm⁻³. One integration of Poisson's equation, including the mobile electrons at the layer edge, gives the surface field
$$F=\sqrt{\frac{2N_D(0.445\ \text{eV}-k_BT)}{\varepsilon}}=0.036\ \text{MV/cm}$$
for relative permittivity 11.7. Near the metal the energy is $-e^2/(16\pi\varepsilon x)-eFx$. Its maximum lies at $x_m=\sqrt{e/(16\pi\varepsilon F)}=2.9$ nm, where both terms equal $-eFx_m$. The barrier is lowered by $2eFx_m=21$ meV, which multiplies the current by 2.26. This far exceeds the orientation effect. It belongs in $\phi_B$, not in $A^*$, and must not be applied again if the quoted barrier already includes it. It does, however, depend weakly on temperature through the band bending. With $N_c\propto T^{3/2}$ and the barrier before lowering held fixed, it shrinks from 21.6 meV at 250 K to 20.5 meV at 350 K. A fit over this range that treats the lowered barrier as constant therefore gives an $A^*$ about 12% too small, nearly equally on both faces.

*Tunnelling and reflection at the top.* Approximate the rounded top by an inverted parabola of frequency $\omega$, and let $\epsilon$ be the energy of normal motion relative to the top. The transmission is $1/(1+e^{-2\pi\epsilon/\hbar\omega})$. Its thermal average, relative to a sharp threshold, is $x/\sin x$ with $x=\hbar\omega/2k_BT<\pi$. Using the normal mass $1/W_{nn}$ of each valley and weighting by $m_P$ gives 1.055 for (100) and 1.047 for (111). These factors describe the parabola only, and must not be taken as the net quantum correction for this contact. Within roughly 1 nm of the metal the image potential changes too fast for an electron wave to follow it without reflection. That reflection, absent from the parabola, depends on the metal and can lower the current by tens of percent, which would outweigh the gain from tunnelling. It also depends on the normal mass, so it need not be equal on the two faces and can mask the small orientation effect.

*Supply through the depletion layer.* Emission removes electrons at the velocity $v_R=A^*T^2/(eN_c)=5.05\times10^6$ cm/s. Next to the contact the band edge falls by $k_BT$ over the distance $\ell=k_BT/eF\approx7$ nm. Drift and diffusion along this nearly linear slope, with a rough mobility $\mu=1200$ cm²/Vs, supply electrons at $v_D\approx\mu k_BT/(e\ell)=\mu F\approx4\times10^7$ cm/s. The two processes act in series, so the small-bias current is multiplied by $1/(1+v_R/v_D)\approx0.9$. This neglects the rounding of the barrier top and treats motion over $\ell$ as diffusive. The mobility used implies a mean free path of about 40 nm, well above $\ell$, so that treatment is not justified here. The factor 0.9 suggests only that supply is unlikely to be the bottleneck, and is not a correction to apply.

*Band shape, statistics and masses.* Exchanging the order of integration shows that the flux is proportional to $\int S(E)e^{-E/k_BT}dE$. If nonparabolicity changes $S$ from $\propto E$ to $\propto E(1+\alpha E)$, the result is multiplied by $1+2\alpha k_BT$. This is 1.026 for a rough $\alpha=0.5$ eV⁻¹. Fermi statistics at the barrier top change the current by a fraction $3\times10^{-12}$. Raising $m_t$ by 5% raises the constants by 2.9% and 2.7%, so about 250 and 260 A/cm²K² is as fine as these rough masses justify. Their ratio is less sensitive.

## Beside real contacts

The field is well below the rough breakdown scale of 0.3 MV/cm. The model assumes that every electron crossing the top is collected, which a real diode need not satisfy. Phonon scattering can return electrons to the silicon, and the metal may lack matching states; neither is computed here. If such losses reduced the effective constant to roughly 110 A/cm²K², the (100) and (111) resistances above would rise by factors of 2.24 and 2.35. Such a value would lie near $A_0$, but it would not be evidence for a free-electron mass. Source and drain contacts of scaled transistors are a different case. Their doping is roughly $10^{20}$ cm⁻³, the barrier is a few nanometres thick, and electrons mainly tunnel through it. Their specific resistance is of rough order $10^{-8}$ Ω cm² or below, some ten orders of magnitude under the value found here, and the thermionic formula must not be used for them.

## Values computed for the example and the checks

```
longitudinal mass (rough): 0.92 m0
transverse mass (rough): 0.19 m0
temperature: 300 K
barrier (rough): 0.65 eV
donor density: 1.0e+16 cm^-3
mobility (rough): 1200 cm2/Vs
relative permittivity: 11.7
nonparabolicity (rough): 0.5 1/eV
thermal energy kT: 0.02585 eV
(100) projected mass, each of 2 valleys: 0.1900 m0
(100) projected mass, each of 4 valleys: 0.4181 m0
(111) projected mass, each of 6 valleys: 0.3586 m0
(100) sum = A*/A0: 2.0524
(111) sum = A*/A0: 2.1514
free-electron A0: 120.17 A/cm2K2
(100) Richardson constant: 246.6 A/cm2K2
(111) Richardson constant: 258.5 A/cm2K2
ratio (111)/(100): 1.0482
barrier shift equal to that ratio: 1.22 meV
(111) wrong cross-section sum: 1.6611
wrong sum / right sum: 0.7721
(100) saturation current: 2.672e-04 A/cm2
(100) contact resistance: 96.8 ohm cm2
(111) saturation current: 2.801e-04 A/cm2
(111) contact resistance: 92.3 ohm cm2
free-electron saturation current: 1.302e-04 A/cm2
free-electron contact resistance: 198.6 ohm cm2
(100) contact resistance at 400 K: 0.135 ohm cm2
conduction-band density of states: 2.744e+19 cm^-3
band bending: 0.445 eV
surface field: 0.0360 MV/cm
depletion width: 233 nm
image-force lowering: 21.1 meV
distance of barrier top from metal: 2.92 nm
current factor from lowering: 2.26
(100) barrier-top tunnelling factor: 1.055
(111) barrier-top tunnelling factor: 1.047
(100) emission velocity: 5.05e+06 cm/s
diffusion velocity: 4.18e+07 cm/s
(100) current factor from diffusion: 0.892
current factor from nonparabolicity: 1.026
fractional loss from Fermi statistics: 3.0e-12
(100) change for 5% larger mt: 2.94 %
(111) change for 5% larger mt: 2.71 %
```
